# Two Decay Lengths of Debye Screening in a Paraelectric with Gradient Energy

In a model paraelectric with $10^{19}$ mobile electrons per cm³ at 450 K, the long-range part of a small surface potential decays over 21.7 nm. A Debye length computed with the background permittivity alone would be 1.2 nm; with the full static permittivity it is 21.5 nm. The same equations also contain a second decay length of 0.17 nm. Why the static permittivity nearly gives the first length, and what the second one does, follows from the coupling of polarization, potential and carriers.

## Field equations

Let all fields vary along the polar axis $x$, so that the polarization $P$ is longitudinal. We use SI conventions,

$$E=-\phi',\qquad D=\varepsilon_bE+P, \tag{1}$$

where a prime means $d/dx$ and $\varepsilon_b>0$ is the background permittivity, which excludes the response described by $P$. Electrons of charge $-e$ have density $n\exp(e\phi/kT)$. This is Boltzmann statistics, with mean density $n$ where $\phi=0$. Fixed donors supply the charge density $+en$. The mean-field functional has the density

$$f=\frac a2P^2+\frac b4P^4+\frac g2P'^2+P\phi'-\frac{\varepsilon_b}{2}\phi'^2+en\phi-nkT e^{e\phi/kT}, \tag{2}$$

with $a>0$ in the paraelectric phase and $g>0$. Its stationary point gives the field equations; it is not a minimum with respect to $\phi$.

Varying $P$ and integrating $gP'\delta P'$ by parts gives

$$aP+bP^3-gP''=-\phi'. \tag{3}$$

Varying $\phi$ gives $-P'$ from $P\phi'$ and $+\varepsilon_b\phi''$ from the background term. Together with the carrier and donor terms,

$$-P'+\varepsilon_b\phi''+en\left(1-e^{e\phi/kT}\right)=0. \tag{4}$$

Since $D'=P'-\varepsilon_b\phi''$, this is Gauss's law, with the free charge on the right of $D'=en(1-e^{e\phi/kT})$.

For $e|\phi|\ll kT$ the exponential is $1+e\phi/kT$ to first order, and for $|b|P^2\ll a$ the cubic term is negligible. With $q=ne^2/kT$,

$$aP-gP''=-\phi',\qquad \varepsilon_b\phi''=P'+q\phi. \tag{5}$$

The second equation also reads $D'=-q\phi$: a positive potential attracts electrons.

## The two decay rates

Insert $P=P_0e^{-kx}$ and $\phi=ce^{-kx}$ into (5). Each derivative gives a factor $-k$, hence

$$(a-gk^2)P_0=kc,\qquad kP_0=(q-\varepsilon_bk^2)c. \tag{6}$$

The value $k=0$ would force $c=P_0=0$, so $k\ne0$; then $c=0$ would also force $P_0=0$, so $c\neq0$. Multiply the first relation by $k$, replace $kP_0$ by the second, and divide by $c$. With $K=k^2$,

$$(a-gK)(q-\varepsilon_bK)=K. \tag{7}$$

Expansion and collection of powers give

$$F(K)\equiv g\varepsilon_bK^2-SK+aq=0,\qquad S=1+a\varepsilon_b+gq. \tag{8}$$

The signs of $F$ settle the nature of the roots. First, $F(0)=aq>0$, and $F\to+\infty$ at large $K$. By (7), $F(K)=(a-gK)(q-\varepsilon_bK)-K$. At $K=q/\varepsilon_b$ or $K=a/g$ the product vanishes and $F=-K<0$. There are therefore two distinct positive roots, with

$$K_1<\min\left(\frac q{\varepsilon_b},\frac ag\right),\qquad K_2>\max\left(\frac q{\varepsilon_b},\frac ag\right). \tag{9}$$

The coupling pushes the squared rates apart from their uncoupled values. Both $k_i=\sqrt{K_i}$ are real, so for $a>0$ this linear model has no oscillatory screening. Equations (5) form a first-order system for the four quantities $P,P',\phi,\phi'$. Its four distinct exponents $\pm k_1,\pm k_2$ give all solutions, and decay as $x\to\infty$ leaves two. Solving (8),

$$K_1=\frac{2aq}{S+R},\quad K_2=\frac{S+R}{2g\varepsilon_b},\quad R=\sqrt{S^2-4a\varepsilon_bgq}. \tag{10}$$

The form of $K_1$ follows from $K_1K_2=aq/(g\varepsilon_b)$. The decay lengths are $L_i=1/k_i$.

Equation (7) also shows what the gradient energy does. Its right side is nonzero, so $a-gK\neq0$, and division gives

$$K\left[\varepsilon_b+\frac1{a-gK}\right]=q. \tag{11}$$

This is Debye's condition with a permittivity that depends on the decay rate. Gradient energy makes the dielectric response nonlocal.

## Vanishing gradient energy

Hold $a,\varepsilon_b,q$ fixed and let $g\to0$. By (9), $K_1$ stays below $q/\varepsilon_b$, so $gK_1\to0$. Equation (11) then gives

$$K_1\to\frac q{\varepsilon_s},\qquad \varepsilon_s=\varepsilon_b+\frac1a,\qquad L_1\to\lambda_D=\sqrt{\frac{\varepsilon_s}{q}}. \tag{12}$$

Here $\varepsilon_s$ is the full static permittivity: for uniform fields (5) gives $P=E/a$, and hence $D=\varepsilon_sE$. The slow mode varies so gently that its polarization follows the field locally.

For the first correction, divide $F(K_1)=0$ by $aqK_1$ and use $1+a\varepsilon_b=a\varepsilon_s$:

$$L_1^2=\frac{S-g\varepsilon_bK_1}{aq}=\frac{\varepsilon_s}{q}+\frac ga-\frac{g\varepsilon_bK_1}{aq}. \tag{13}$$

The last term already contains $g$, so $K_1=q/\varepsilon_s$ suffices there. Since $\varepsilon_s-\varepsilon_b=1/a$,

$$L_1^2=\frac{\varepsilon_s}{q}+\frac ga\left(1-\frac{\varepsilon_b}{\varepsilon_s}\right)+O(g^2)=\lambda_D^2+\frac{g}{a^2\varepsilon_s}+O(g^2). \tag{14}$$

The relative correction to $L_1^2$ is $gq/(a\varepsilon_s)^2$. Gradient energy lengthens the screening because in a decaying mode $P''=KP$ has the sign of $P$. The term $-gP''$ in (3) then lowers the stiffness from $a$ to $a-gK$, which raises the permittivity in (11).

For the other root, the product of roots and (12) give

$$K_2=\frac{aq}{g\varepsilon_bK_1}\to\frac{a\varepsilon_s}{g\varepsilon_b},\qquad L_2\to\sqrt{\frac{g\varepsilon_b}{a\varepsilon_s}}. \tag{15}$$

This length vanishes as $\sqrt g$. From $D'=-q\phi$ a mode has $D_i=qc_i/k_i$, while (6) gives $P_i=(q-\varepsilon_bK_i)c_i/k_i$. In the short mode, therefore,

$$\frac{D_2}{P_2}=\frac q{q-\varepsilon_bK_2}\to-\frac{gq}{a\varepsilon_s}. \tag{16}$$

Its polarization and background displacement nearly cancel. It is a polarization boundary layer that holds little free charge but can hold a voltage.

## How the surface enters the limit

Setting $g=0$ removes $P''$ and lowers the differential order from four to two. A condition on $P$ at the surface can then no longer be imposed, so the limit is singular. To see the consequence, take $x>0$ and $\phi(0)=\phi_0$, with $\phi=c_1e^{-k_1x}+c_2e^{-k_2x}$ and $c_1+c_2=\phi_0$.

If the surface has no energy of its own and $P(0)$ is free, the boundary term $gP'\delta P$ left by the variation requires $P'(0)=0$. Since $P'(0)=-\sum_i k_iP_i$,

$$\left.\frac{c_2}{c_1}\right|_{\rm free}=\frac{q-\varepsilon_bK_1}{\varepsilon_bK_2-q}\to\frac{gq}{(a\varepsilon_s)^2}. \tag{17}$$

The limit uses $q-\varepsilon_bq/\varepsilon_s=q/(a\varepsilon_s)$ in the numerator and $\varepsilon_bK_2\to a\varepsilon_s/g$ in the denominator.

If the surface blocks polarization, $P(0)=0$. The sum $\sum_iP_i$ has an additional $1/k_i$ in each term, so the ratio gains a factor $k_2/k_1\to\varepsilon_s\sqrt{a/(gq\varepsilon_b)}$:

$$\left.\frac{c_2}{c_1}\right|_{\rm blocked}=\frac{k_2}{k_1}\,\frac{q-\varepsilon_bK_1}{\varepsilon_bK_2-q}\to\frac1{a\varepsilon_s}\sqrt{\frac{gq}{a\varepsilon_b}}. \tag{18}$$

Both ratios vanish with $g$. To show that the whole potential profile converges, put $s_2=c_2/\phi_0$ and write

$$\frac{\phi}{\phi_0}-e^{-x/\lambda_D}=(1-s_2)\left(e^{-k_1x}-e^{-x/\lambda_D}\right)+s_2\left(e^{-k_2x}-e^{-x/\lambda_D}\right). \tag{19}$$

For small $g$, (14) gives $k_1<1/\lambda_D$. The first bracket is then at most $(1/\lambda_D-k_1)xe^{-k_1x}$, whose maximum is $(L_1/\lambda_D-1)/\mathrm e$, with $\mathrm e$ the base of natural logarithms. This is of order $g$. The second term is at most $s_2$ in magnitude. The potential thus converges uniformly, with an error of order $g$ at a free surface and $\sqrt g$ at a blocked one.

In a test with dimensionless values $a=0.7$, $\varepsilon_b=0.6$, $q=1.3$, reducing $g$ from $10^{-3}$ to $10^{-5}$ lowered the largest error by a factor between 90 and 110 for the free surface, and between 8 and 11 for the blocked one.

The surface field behaves differently. At a blocked surface $P(0)=0$ gives $E(0)=D(0)/\varepsilon_b$. As $g\to0$, $D(0)\to q\phi_0\lambda_D=\varepsilon_s\phi_0/\lambda_D$, so

$$E(0)\to\frac{\varepsilon_s}{\varepsilon_b}\frac{\phi_0}{\lambda_D}. \tag{20}$$

The field at a blocked surface does not tend to the Debye value $\phi_0/\lambda_D$, although the layer carrying the excess field becomes thin enough for its voltage to vanish.

## Two other limits

Near the Curie–Weiss temperature $a\to0$. At fixed $g,q,\varepsilon_b$, (8) and (10) give $S,R\to1+gq$, and

$$L_1^2\to\frac{1+gq}{aq},\qquad \lambda_D^2\to\frac1{aq},\qquad \frac{L_1}{\lambda_D}\to\sqrt{1+gq}. \tag{21}$$

Both lengths diverge, but their ratio does not tend to one. The correlation length $\sqrt{g/a}$ grows in the same proportion as the Debye length, so gradient energy keeps its relative importance. The short length remains finite, $L_2^2\to g\varepsilon_b/(1+gq)$. Critical fluctuations, or a first-order transition that intervenes, can end the validity of this mean-field limit.

At high carrier density, let $q\to\infty$ with the other coefficients fixed. The bound $K_1<a/g$ keeps the right side of (11) from being matched unless $a-gK_1\to0$. Thus $L_1\to\sqrt{g/a}$: adding carriers cannot shorten the long mode below the correlation length in this model. That mode then carries little of the potential, however. By (7), $\varepsilon_bK_2-q=K_2/(gK_2-a)\to1/g$, so (17) gives $c_2/c_1\approx gq\gg1$ at a free surface, and the blocked ratio is larger by $k_2/k_1$. Most of the voltage falls over $L_2\approx\sqrt{\varepsilon_b/q}$, which does keep shrinking. Classical carrier statistics may fail before that limit is reached.

## Numerical example

The parameters are rough typical values for lightly donor-doped titanate perovskites above their Curie point. They are $T=450$ K, Curie–Weiss temperature 380 K, Curie constant $1.5\times10^5$ K, $n=10^{19}$ cm⁻³, $\varepsilon_b=7\varepsilon_0$, $g=5\times10^{-10}$ V m³/C and $\phi_0=5$ mV. They give $a=5.27\times10^7$ V m/C, $\varepsilon_s=2150\,\varepsilon_0$ and $q=4.13\times10^7$ F/m³, so that

$$a\varepsilon_b=0.00327,\quad gq=0.0207,\quad \lambda_D=21.46\ \mathrm{nm}. \tag{22}$$

The relative correction in (14) is $0.02066/(1.00327)^2=0.0205$. Half of this, 1.0%, is the correction to the length itself, in agreement with the full result $L_1=21.68$ nm. The short length is $L_2=0.174$ nm.

At a free surface the short mode carries 2.0% of the potential, but its field is not small. The slow field is about $0.980\times5\ \mathrm{mV}/21.68\ \mathrm{nm}=0.00226$ MV/cm; the short mode adds about $0.0201\times5\ \mathrm{mV}/0.174\ \mathrm{nm}=0.00578$ MV/cm. Their sum is the computed 0.00804 MV/cm. The surface polarization is 0.43 μC/cm².

At a blocked surface (18) gives $c_2/c_1\approx\sqrt{0.0207/0.00327}/1.003=2.5$. About 71% of the voltage should then fall across the short layer; the full calculation gives 72%. A 1% correction to the length thus coexists with a large change in amplitude. For $a\varepsilon_b\ll1$ the blocked profile becomes Debye-like when $gq\ll a\varepsilon_b$, a stricter condition than $gq\ll1$. Reducing $g$ a hundredfold at fixed other parameters brings $L_1$ to 21.47 nm but leaves 20% of the voltage in the layer; a further hundredfold reduction leaves 2.45%.

Cooling to 400 K raises $\lambda_D$ to 37.8 nm and $L_1$ to 38.3 nm. The excess is 1.2%, consistent with (21) and with the growth of $q$ as $1/T$.

## Range of validity and the real case

For the free surface at 5 mV, the full nonlinear equations change the potential profile by at most 0.55% of $\phi_0$. At half the potential this relative error is 0.27%, as expected from the first neglected carrier term. The lattice nonlinearity $|b|P^2/a$ is about $4\times10^{-4}$ for a rough $|b|=10^9$ V m⁵/C³.

Degeneracy can matter more, depending on the density-of-states effective mass, which includes all occupied bands. For a value of $2m_e$ it multiplies $q$ by 0.974, which lengthens $\lambda_D$ by 1.3%, slightly more than the gradient correction. For $8m_e$ the factor is 0.997. At $10^{20}$ cm⁻³ the classical model gives $\lambda_D=6.8$ nm and $L_1=7.5$ nm, but the factor for $2m_e$ is 0.79. The resulting 12.5% increase of $\lambda_D$ is again comparable with the gradient effect. In the classical regime $q$ contains no mass, so mass anisotropy does not alter it.

The value of $L_2$ is less than half of a rough lattice spacing of 0.4 nm. It is a property of the continuum equations, not a resolved atomic profile. The blocked-surface field of 0.21 MV/cm, about twice a rough bulk breakdown scale of 0.1 MV/cm, is therefore no prediction of breakdown. It signals that a surface layer may take much of the voltage and needs a microscopic description.

Real doped perovskites also have strain coupling, traps and polaronic carriers, and their contacts may bend the bands by tenths of a volt, far above $kT/e=39$ mV. If traps with fixed occupation reduced the mobile density tenfold, $L_1$ would rise from 21.7 to 67.9 nm at fixed permittivity. For a depleting potential of 0.3 V, linear screening fails. At a free surface, where the short layer takes little voltage, and with the electrons removed, Gauss's law gives $|\phi_0|=enW^2/(2\varepsilon_s)$, hence $W=\lambda_D\sqrt{2e|\phi_0|/kT}\approx84$ nm. The slowly varying field just behind the short layer is then $2|\phi_0|/W\approx7\times10^6$ V/m and $P\approx E/a\approx0.13$ C/m², so $|b|P^2/a$ is about 0.3. The short layer must bring $|P'|$ from about $en$ to zero. By (3) it holds a voltage $g\,en\approx0.8$ mV, small against 0.3 V, but it adds about $g\,en/L_2\approx5\times10^6$ V/m to the field at the surface itself. The local stiffness $a+3bP^2$ at the contact then roughly doubles for $b>0$. For $b<0$, the sign usual at a first-order transition, it falls to about zero if the higher-order terms needed for stability are left out. Constant permittivity therefore fails there as well, and 84 nm is only a rough scale. The remaining values are listed in the numerical output.

## Table of computed values

```
Temperature: 450 K
Curie-Weiss temperature: 380 K
Curie constant: 1.50e+05 K
Electron density: 1.0e+19 cm^-3
Background relative permittivity: 7.0
Static relative permittivity: 2149.9
Landau coefficient a: 5.2706e+07 V m/C
Gradient coefficient g: 5.00e-10 V m^3/C
Quartic magnitude b: 1.00e+09 V m^5/C^3
Screening coefficient q: 4.1317e+07 F/m^3
Dimensionless a*eb: 0.00327
Dimensionless g*q: 0.02066
Bare correlation length sqrt(g/a): 3.080 nm
Debye length, background only: 1.225 nm
Debye length, full static: 21.464 nm
Long decay length L1: 21.683 nm
Small-g estimate of L1: 21.683 nm
Short decay length L2: 0.1740 nm
L1 excess over Debye: 1.021 %
Surface potential: 5.00 mV
Thermal voltage kT/e: 38.78 mV
Free surface, short-mode share: 2.0114 %
Blocked surface, short-mode share: 71.90 %
Free surface polarization: 0.4340 uC/cm2
Free surface field: 0.00804 MV/cm
Blocked surface field: 0.2073 MV/cm
g times 1e-01: L1 21.4863 nm, blocked share 44.27 %
g times 1e-02: L1 21.4665 nm, blocked share 20.05 %
g times 1e-04: L1 21.4643 nm, blocked share 2.45 %
n 1e+18 cm^-3: Debye 67.876, L1 67.946, L2 0.1756 nm
n 1e+20 cm^-3: Debye 6.788, L1 7.452, L2 0.1601 nm
At 400 K: Debye 37.815, L1 38.252, L2 0.1740 nm
Carrier nonlinearity e*phi0/kT: 0.1289
Lattice nonlinearity b*P^2/a: 3.57e-04
Nonlinear profile error / phi0: 0.547 %
Same error at half potential: 0.271 %
Degenerate/classical q, n 1e+19 cm^-3, mass 2 m_e: 0.9737
Degenerate/classical q, n 1e+19 cm^-3, mass 8 m_e: 0.9966
Degenerate/classical q, n 1e+20 cm^-3, mass 2 m_e: 0.7902
Degenerate/classical q, n 1e+20 cm^-3, mass 8 m_e: 0.9673
Quantum correction for L1, mass 2 m_e: 1.74e-04
Quantum correction for L2, mass 2 m_e: 2.71
Electrons in a Debye sphere: 414
Rough lattice spacing: 0.40 nm
L2 / lattice spacing: 0.435
(lattice spacing / L1)^2: 3.40e-04
Rough breakdown scale: 0.10 MV/cm
Free field / breakdown scale: 0.0804
Blocked field / breakdown scale: 2.07
```
